# Evaluating 6j symbols with an argument 0, 1/2 or 1

**Question**

I need 6j symbols in which one argument is 0, 1/2 or 1. My notes say that

$$\begin{Bmatrix}a&b&c\\1&c&b\end{Bmatrix}\ \text{is proportional to}\ b(b+1)+c(c+1)-a(a+1).$$

This looks like the cosine rule for a triangle of angular momenta, but starting from the recoupling definition I get a sum over four Clebsch-Gordan coefficients and no cosine. The sign also defeats me. With $b=L=2$, $c=S=3/2$ and $a=J$, I tried one constant of proportionality for all $J$, and the spin-orbit levels came out in the wrong order. What are the sign and the normalisation, and how do I get the other symbols of this kind?

**Answer**

The constant contains a sign that alternates with $a$, so a single constant cannot work. The cosine appears once the coupled states are written with vector operators.

**Definition**

All spins are integers or half-integers, $\hbar=1$, and $s=a+b+c$. The coefficients $C(j_1m_1\,j_2m_2|JM)$ are real, with $C(j_1j_1\,j_2\,J{-}j_1|JJ)>0$. Couple $a,b,k$ to a total $e$ in two ways and call the overlap

$$R=\langle((ab)c,k)e\,|\,(a,(bk)f)e\rangle=(-1)^{a+b+k+e}\sqrt{(2c+1)(2f+1)}\begin{Bmatrix}a&b&c\\k&e&f\end{Bmatrix}.\tag{1}$$

The symbol is zero unless $(abc)$, $(cke)$, $(bkf)$ and $(afe)$ are all allowed couplings.

For $k=0$ we have $e=c$, $f=b$, and the two states are the same, so $R=1$:

$$\begin{Bmatrix}a&b&c\\0&c&b\end{Bmatrix}=\frac{(-1)^{s}}{\sqrt{(2b+1)(2c+1)}}.$$

**The cosine case**

Take $k=1$, $e=c$, $f=b$, with $b,c\ge1/2$. (If $b$ or $c$ is zero, a triad such as $(0,1,0)$ fails and the symbol vanishes; the formula below would read $0/0$.)

Let $\mathbf e_i$ be the Cartesian basis of the spin-1 space, with $\mathbf e_z=|1\,0\rangle$, and consider

$$|b\,m\rangle\ \to\ \sum_i B_i|b\,m\rangle\otimes\mathbf e_i .$$

A rotation turns the $B_i$ and the $\mathbf e_i$ by the same orthogonal matrix, which cancels in the sum over $i$. The images therefore form a multiplet of spin $b$ inside $b\otimes1$. That multiplet occurs once, so the images are the coupled states up to a constant. Their squared norm is $\langle\sum_iB_i^2\rangle=b(b+1)$. For $m=b$ the component on $|b\,b\rangle|1\,0\rangle$ is $b>0$, as the phase convention demands. Hence

$$|(b1)b\,m\rangle=\frac{1}{\sqrt{b(b+1)}}\sum_iB_i|b\,m\rangle\otimes\mathbf e_i .$$

The same holds for $c$, whose operator is $\mathbf C=\mathbf A+\mathbf B$. Coupling $a$ to the state above does not disturb $B_i$, so the two states in $R$ are

$$\frac{\sum_iC_i|(ab)c\,m\rangle\otimes\mathbf e_i}{\sqrt{c(c+1)}},\qquad \frac{\sum_iB_i|(ab)c\,m\rangle\otimes\mathbf e_i}{\sqrt{b(b+1)}},$$

and, since the $\mathbf e_i$ are orthonormal,

$$R=\frac{\langle\mathbf C\cdot\mathbf B\rangle}{\sqrt{b(b+1)c(c+1)}} .$$

Because $\mathbf A$ and $\mathbf B$ commute, $\sum_i[C_i,B_i]=\sum_i[B_i,B_i]=0$. So $\mathbf A^2=(\mathbf C-\mathbf B)^2=\mathbf C^2+\mathbf B^2-2\,\mathbf C\cdot\mathbf B$, and

$$\langle\mathbf C\cdot\mathbf B\rangle=\tfrac12X,\qquad X=b(b+1)+c(c+1)-a(a+1).$$

In (1) the sign is $(-1)^{a+b+1+c}$ and the root is $\sqrt{(2c+1)(2b+1)}$. Therefore

$$\boxed{\begin{Bmatrix}a&b&c\\1&c&b\end{Bmatrix}=\frac{(-1)^{s+1}\,[\,b(b+1)+c(c+1)-a(a+1)\,]}{2\sqrt{b(b+1)(2b+1)\,c(c+1)(2c+1)}}}\tag{2}$$

The overlap $R$ is the quantum cosine of the angle between $\mathbf b$ and $\mathbf c=\mathbf a+\mathbf b$. For $a=b+c$ we have $X=-2bc$ and $R=-\sqrt{bc/[(b+1)(c+1)]}$, which tends to $-1$ for large $b$ and $c$: the vectors are then opposed.

**Your spin-orbit levels**

Now $\mathbf J=\mathbf L+\mathbf S$ with $a=J$, $b=L$, $c=S$. Squaring gives $\mathbf L\cdot\mathbf S=\frac12[J(J+1)-L(L+1)-S(S+1)]=-X/2$. Solving (2) for $X$ gives

$$\langle\mathbf L\cdot\mathbf S\rangle=(-1)^{J+L+S}\sqrt{L(L+1)(2L+1)S(S+1)(2S+1)}\begin{Bmatrix}J&L&S\\1&S&L\end{Bmatrix}.$$

For $L=2$, $S=3/2$ the denominator of (2) is $2\sqrt{6\cdot5\cdot3.75\cdot4}=42.426$, and $X=9.75-J(J+1)$. With the model Hamiltonian $A\,\mathbf L\cdot\mathbf S$ and the round value $A=10^{-4}$ hartree:

| $J$ | $X$ | $(-1)^{s+1}$ | 6j | level ($10^{-4}$ hartree) |
|---|---|---|---|---|
| 1/2 | 9 | − | −0.2121 | −4.5 |
| 3/2 | 6 | + | +0.1414 | −3.0 |
| 5/2 | 1 | − | −0.0236 | −0.5 |
| 7/2 | −6 | + | −0.1414 | +3.0 |

For $J=3/2$, for example, $6/42.426=0.1414$ and the level is $-\frac12\cdot6\,A=-3A$. The symbols do not rise or fall steadily with $J$, though $X$ does; that is why your order was wrong. The total splitting is $7.5\times10^{-4}$ hartree, or 164.6 cm$^{-1}$. Direct diagonalisation of $A\,\mathbf L\cdot\mathbf S$ gives the same levels.

**The other symbols: one coefficient is enough**

The plan is to compute the cases $e=c+k$, where the sum collapses to one term, and to reach the rest by symmetry.

First we need the highest coupled state, $|c\,c\rangle=\sum_\alpha u_\alpha|a\,\alpha\rangle|b\,c{-}\alpha\rangle$. The condition $J_+|c\,c\rangle=0$ gives, for the component on $|a\,\alpha{+}1\rangle|b\,c{-}\alpha\rangle$,

$$u_\alpha\sqrt{(a-\alpha)(a+\alpha+1)}+u_{\alpha+1}\sqrt{(b-c+\alpha+1)(b+c-\alpha)}=0,$$

which is solved by

$$u_\alpha\propto(-1)^{a-\alpha}\sqrt{\frac{(a+\alpha)!\,(b+c-\alpha)!}{(a-\alpha)!\,(b-c+\alpha)!}} .$$

Put $p=b+c-a$, $q=a+c-b$, $r=a+b-c$. The sum of the squares is

$$q!\,p!\sum_\alpha\binom{a+\alpha}{q}\binom{b+c-\alpha}{p}=q!\,p!\binom{s+1}{2c+1}=\frac{q!\,p!\,(s+1)!}{(2c+1)!\,r!}.$$

The binomial sum counts the choices of $q+p+1=2c+1$ objects from $s+1$ in a row, sorted by the position of the $(q+1)$-th chosen one. Dividing $u_a^2\propto(2a)!\,p!/r!$ by this sum gives

$$x(a,b,c)^2\equiv C(a\,a\,b\,c{-}a|c\,c)^2=\frac{(2a)!\,(2c+1)!}{(s+1)!\,q!},\qquad x>0.\tag{3}$$

The factor $(-1)^{a-\alpha}$ also shows that the component with $m_b=b$, where $\alpha=c-b$, has sign $(-1)^{a+b-c}$.

Now let $e=c+k$ and $M=e$. The first state in $R$ is the product $|(ab)c\,c\rangle|k\,k\rangle$, and it equals $\sum_fR_f|a,(bk)f;e\,e\rangle$. Projecting both forms on $|a\,a\rangle|(bk)f\;e{-}a\rangle$ gives

$$x(a,b,c)\,C(b\,m\,k\,k|f\,m{+}k)=R_f\,x(a,f,c+k),\qquad m=c-a.\tag{4}$$

*The middle coefficient.* In $J_-|f\,M{+}1\rangle$ the component on $|b\,m\rangle|k\,k\rangle$ arises by lowering $b$ alone, since lowering $k$ cannot end at $k$. With $M=m+k$,

$$C(b\,m\,k\,k|f\,M)=\sqrt{\frac{(b-m)(b+m+1)}{(f-M)(f+M+1)}}\;C(b\,m{+}1\,k\,k|f\,M{+}1).$$

The chain starts at $M=f$, where the square is (3) with the two spins exchanged, $(2k)!(2f+1)!/[(b+k+f+1)!(k+f-b)!]$, and the sign is $(-1)^{b+k-f}$. Multiplying the factors down to $m$ gives

$$C^2=\frac{(2f+1)(2k)!\,(b-m)!\,(b+f-k)!\,(f+k+m)!}{(b+f+k+1)!\,(f+k-b)!\,(b+k-f)!\,(b+m)!\,(f-k-m)!}.$$

In (4), $b+m=p$ and $b-m=r$. Equation (3) gives the ratio $\rho=x(a,b,c)^2/x(a,f,c+k)^2$. For $k=1/2$:

- $f=b+\frac12$: $C^2=\dfrac{p+1}{2b+1}$, $\ \rho=\dfrac{s+2}{2c+2}$
- $f=b-\frac12$: $C^2=\dfrac{r}{2b+1}$, $\ \rho=\dfrac{q+1}{2c+2}$

For $k=1$, with $\rho=\rho'/[(2c+2)(2c+3)]$:

- $f=b+1$: $C^2=\dfrac{(p+1)(p+2)}{(2b+1)(2b+2)}$, $\ \rho'=(s+2)(s+3)$
- $f=b$: $C^2=\dfrac{2r(p+1)}{2b(2b+2)}$, $\ \rho'=(s+2)(q+1)$
- $f=b-1$: $C^2=\dfrac{r(r-1)}{2b(2b+1)}$, $\ \rho'=(q+1)(q+2)$

By (1) the squared symbol is $\rho\,C^2/[(2c+1)(2f+1)]$, and its sign is $(-1)^{s+2k}(-1)^{b+k-f}$. So for $k=1/2$

$$\begin{Bmatrix}a&b&c\\\frac12&c+\frac12&b+\frac12\end{Bmatrix}=(-1)^{s+1}\sqrt{\frac{(s+2)(p+1)}{(2b+1)(2b+2)(2c+1)(2c+2)}}$$

$$\begin{Bmatrix}a&b&c\\\frac12&c+\frac12&b-\frac12\end{Bmatrix}=(-1)^{s}\sqrt{\frac{(q+1)\,r}{2b(2b+1)(2c+1)(2c+2)}}$$

and for $k=1$, with $D=(2c+1)(2c+2)(2c+3)$,

$$\begin{Bmatrix}a&b&c\\1&c+1&b+1\end{Bmatrix}=(-1)^{s}\sqrt{\frac{(s+2)(s+3)(p+1)(p+2)}{(2b+1)(2b+2)(2b+3)\,D}}$$

$$\begin{Bmatrix}a&b&c\\1&c+1&b\end{Bmatrix}=(-1)^{s+1}\sqrt{\frac{2(s+2)(p+1)(q+1)\,r}{2b(2b+1)(2b+2)\,D}}$$

$$\begin{Bmatrix}a&b&c\\1&c+1&b-1\end{Bmatrix}=(-1)^{s}\sqrt{\frac{(q+1)(q+2)\,r(r-1)}{(2b-1)2b(2b+1)\,D}}$$

**Reaching the remaining cases**

With the small argument $k$ at the lower left, two symmetries are enough:

$$\begin{Bmatrix}a&b&c\\k&e&f\end{Bmatrix}=\begin{Bmatrix}a&f&e\\k&c&b\end{Bmatrix}=\begin{Bmatrix}a&c&b\\k&f&e\end{Bmatrix}.\tag{5}$$

They follow from two relations that exchange the total with one of the parts:

$$C(c\gamma\,k\mu|e\epsilon)=(-1)^{e-c+2k+\mu}\sqrt{\tfrac{2e+1}{2c+1}}\;C(e\epsilon\,k\,{-}\mu|c\gamma),\tag{6}$$

$$C(a\alpha\,b\beta|c\gamma)=(-1)^{2a-\alpha+c-b}\sqrt{\tfrac{2c+1}{2b+1}}\;C(a\,{-}\alpha\,c\gamma|b\beta).\tag{7}$$

To prove (6), set $G(\gamma,\mu,\epsilon)=(-1)^{k+\mu}C(e\epsilon\,k\,{-}\mu|c\gamma)$ and $\lambda(j,m)=\sqrt{(j-m)(j+m+1)}$. Take the matrix element of $J_+$ between $\langle e\epsilon;k\,{-}\mu|$ and $|c\gamma\rangle$, and use $\lambda(k,-\mu-1)=\lambda(k,\mu)$. Raising $\mu$ by one flips the sign in $G$, so

$$\lambda(e,\epsilon-1)\,G(\gamma,\mu,\epsilon-1)=\lambda(c,\gamma)\,G(\gamma+1,\mu,\epsilon)+\lambda(k,\mu)\,G(\gamma,\mu+1,\epsilon).$$

This is the relation that $J_-|e\epsilon\rangle$ imposes on $C(c\gamma\,k\mu|e\epsilon)$. The element of $J_-$ gives the matching $J_+$ relation in the same way. The $J_+$ relation at $\epsilon=e$ fixes the highest state up to a factor, and the $J_-$ relation fixes the others, so $G$ and $C$ are proportional. Their squares, summed over all projections, are $2c+1$ and $2e+1$, which gives the root. At $\gamma=c$, $\epsilon=e$ both coefficients in (6) are positive by convention, and the exponent there is $2(e-c+k)$, which is even.

The ladder argument for (7) is the same with the first spin reversed. Its sign is checked at $\beta=b$, $\gamma=c$, $\alpha=c-b$. By the remark after (3), the left side has sign $(-1)^{a+b-c}$ and the coefficient on the right has $(-1)^{a+c-b}$. The prefactor is $(-1)^{2a}$, and the exponents agree up to the even number $2(a+c-b)$.

Now write $R$ as a sum over all projections, including $\epsilon$:

$$(2e+1)R=\sum C(a\alpha\,b\beta|c\gamma)\,C(c\gamma\,k\mu|e\epsilon)\,C(b\beta\,k\mu|f\phi)\,C(a\alpha\,f\phi|e\epsilon).$$

Apply (6) to the two middle factors. The phases combine to $(-1)^{e-c+f-b+2k}$, because $2\mu$ has the parity of $2k$. The sum becomes $(2c+1)\tilde R$, where $\tilde R$ belongs to the second symbol in (5). Thus

$$R=(-1)^{e-c+f-b+2k}\sqrt{\frac{(2c+1)(2f+1)}{(2e+1)(2b+1)}}\;\tilde R .$$

Inserting (1) on both sides cancels the roots and leaves the sign $(-1)^{2(f-b+k)}=1$.

Applying (7) to the first and last factors instead gives the phase $(-1)^{2a+c-b+e-f}$ and the sum $(2f+1)\hat R$, where $\hat R$ belongs to the third symbol. The roots cancel again, and the remaining sign is $(-1)^{2(a+c-b)}=1$.

To use (5): if $e<c$, the first equality turns the symbol into one with $e=c+k$ after renaming. If $e=c$ and $f=b\pm1$, first pass to the third symbol in (5), in which $b$ and $f$ take the places of $c$ and $e$; for $f=b-1$ then apply the first equality as well.

If the small argument stands elsewhere in the symbol, first bring it to the lower left with the standard symmetries of the 6j symbol, quoted here without proof: the columns may be permuted, and the upper and lower entries may be exchanged in any two columns at once.

**A check by hand**

Take $a=5/2$, $b=2$, $c=3/2$, $k=1$, $e=3/2$, $f=1$. By (5),

$$\begin{Bmatrix}\frac52&2&\frac32\\1&\frac32&1\end{Bmatrix}=\begin{Bmatrix}\frac52&\frac32&2\\1&1&\frac32\end{Bmatrix}=\begin{Bmatrix}\frac52&\frac32&1\\1&2&\frac32\end{Bmatrix}.$$

The last symbol has the form $e=c+1$, $f=b$ with $s=5$, $p=0$, $q=2$, $r=3$. Its value is $+\sqrt{2\cdot7\cdot1\cdot3\cdot3/(3\cdot4\cdot5\cdot3\cdot4\cdot5)}=0.1871$. Equation (1) then gives $R=-\sqrt{4\cdot3}\times0.1871=-0.648$.

For $f=1,2,3$ the probabilities $R^2$ are 0.4200, 0.0111 and 0.5689. They sum to one, as they must for a complete set of $f$. The small middle value is the squared cosine from (2): here $X=1$, so $\mathbf b$ and $\mathbf c$ are nearly perpendicular.

The numerical check compares these closed forms with symbols built numerically from definition (1), for $a,b,c$ up to 3.

## Numbers as computed

```
cases compared with definition: 1311, of type (1 c b): 93
largest deviation below 1e-11: True
L = 2, S = 3/2, A = 1.0e-04 hartree
normalisation 2*sqrt(...) = 42.426407
J, bracket, sign, 6j {J L S;1 S L}, <L.S>, level (hartree), (cm^-1)
1/2, 9.00, -1, -0.212132, -4.50, -4.500e-04, -98.764
3/2, 6.00, +1, +0.141421, -3.00, -3.000e-04, -65.842
5/2, 1.00, -1, -0.023570, -0.50, -5.000e-05, -10.974
7/2, -6.00, +1, -0.141421, +3.00, +3.000e-04, +65.842
total splitting = 7.500e-04 hartree = 164.606 cm^-1
sum of (2J+1)*bracket vanishes: True
symbols {5/2 2 3/2; k e f}: k, e, f, value
0, 3/2, 2, +0.223607
1/2, 1, 3/2, +0.170783
1/2, 1, 5/2, +0.149071
1/2, 2, 3/2, +0.150000
1/2, 2, 5/2, -0.163299
1, 1/2, 1, +0.000000
1, 1/2, 2, +0.197203
1, 1/2, 3, +0.089087
1, 3/2, 1, +0.187083
1, 3/2, 2, -0.023570
1, 3/2, 3, -0.142539
1, 5/2, 1, +0.100000
1, 5/2, 2, -0.141421
1, 5/2, 3, +0.130931
recoupling for a=5/2, b=2, c=3/2, k=1, e=3/2: f, R, R^2
1, -0.648074, 0.420000
2, +0.105409, 0.011111
3, +0.754247, 0.568889
sum of R^2 = 1.000000
```
